# Helical and rotational symmetry for the pi bands of carbon nanotubes

## A tube that can be solved by inspection

Take the (9,0) nanotube. Graphene has lattice vectors $\mathbf a_1,\mathbf a_2$ of length $a$ at 60 degrees, and here nine steps of $\mathbf a_1$ close the circumference. One step of $\mathbf a_1$ is a rotation by one ninth of a turn. One step of $\mathbf a_2$ is a screw: it climbs the tube and turns it by half as much.

Every two-atom cell is reached by $r$ rotations and $j$ screws. Since these operations commute and leave the tube unchanged, electron states can be chosen to gain a phase $2\pi l/9$ per rotation, with $l=0,\dots,8$, and a phase $\kappa$ per screw. Put one pi orbital on each atom, with on-site energy zero and hopping $-t$, $t>0$, between nearest neighbours. An A atom has B neighbours in its own cell and in the cells displaced by $-\mathbf a_1$ and $-\mathbf a_2$. The A–B element is therefore

$$h=-t\left(1+e^{-2\pi i l/9}+e^{-i\kappa}\right)
=-t\left(2\cos\frac{\pi l}{9}\,e^{-i\pi l/9}+e^{-i\kappa}\right),$$

and the energies are $E=\pm|h|$. As $\kappa$ varies, the smallest $|h|$ is $t\,\big|2|\cos(\pi l/9)|-1\big|$. It vanishes for $l=3$ and $l=6$. For $l=3$ the zero lies at $\kappa=\pi/3+\pi$, equivalent to $-2\pi/3$.

The usual band plot uses a pure translation. Since $\mathbf a_1\cdot(2\mathbf a_2-\mathbf a_1)=a^2-a^2=0$, the shortest axial translation is two screws and one backward rotation. Its phase is

$$kT=2\kappa-\frac{2\pi l}{9},\qquad
\kappa=\frac12\left(kT+\frac{2\pi l}{9}+2\pi s\right),\quad s=0,1 .$$

The translational cell holds 18 two-atom cells, hence 36 orbitals, and its Hamiltonian has become 18 two-by-two problems. The gap closes at $kT=-4\pi/3-2\pi/3=-2\pi$, the zone centre.

A program's helical-symmetry setting does this for any tube. What changes in a chiral tube is the choice of screw and the relation between $\kappa$ and $k$.

## What the setting needs

Let the circumference be $\mathbf C=n\mathbf a_1+m\mathbf a_2$, with $n\ge1$ and $m\ge0$. Define

$$d=\gcd(n,m),\qquad \mathbf C'=\mathbf C/d=n'\mathbf a_1+m'\mathbf a_2 .$$

On the tube $\mathbf C'$ is a rotation by $2\pi/d$. Because $n'$ and $m'$ have no common factor, there are integers $p,q$ with

$$n'q-m'p=1. \tag{1}$$

They define the screw vector $\mathbf H=p\mathbf a_1+q\mathbf a_2$. To see that it reaches every cell, write $i\mathbf a_1+i'\mathbf a_2=j\mathbf H+r\mathbf C'$, so that $i=jp+rn'$ and $i'=jq+rm'$. Then

$$n'i'-m'i=j(n'q-m'p)=j,\qquad qi-pi'=r(n'q-m'p)=r. \tag{2}$$

Both numbers are integers, and unique. On the tube $r$ counts modulo $d$, because $d\mathbf C'=\mathbf C$ is a full turn.

The axial rise of the screw is the area spanned by $\mathbf C'$ and $\mathbf H$ divided by $|\mathbf C'|$. By (1) that area is one graphene cell, $\sqrt3a^2/2$. With $|\mathbf C'|=|\mathbf C|/d$, the rise $\eta$ and turn $\alpha$ are

$$\eta=\frac{\sqrt3\,a^2d}{2|\mathbf C|},\qquad
\alpha=2\pi\frac{\mathbf H\cdot\mathbf C}{|\mathbf C|^2}. \tag{3}$$

The choice of $\mathbf H$ is not unique: $\mathbf H+\mathbf C'$ also satisfies (1). A state then gains $\kappa+2\pi l/d$ per new screw, so the label $\kappa$ shifts while the energies stay. When results from two programs are compared, $\kappa$ has a meaning only together with $(p,q)$.

## The two-by-two problem

The screw and the rotation commute with each other and with the Hamiltonian, provided that equivalent bonds are equal and the orbitals are carried along by the operations. Radial orbitals meet the second condition. The amplitude on sublattice $s=A,B$ in cell $(j,r)$ is

$$\psi_s(j,r)=c_s\,e^{i(\kappa j+2\pi lr/d)},\qquad l=0,\dots,d-1. \tag{4}$$

The neighbours of an A atom are again the B atoms in cells $\mathbf R$, $\mathbf R-\mathbf a_1$ and $\mathbf R-\mathbf a_2$. Equation (2) with $(i,i')=(1,0)$ gives $(j,r)=(-m',q)$ for $\mathbf a_1$; with $(0,1)$ it gives $(n',-p)$ for $\mathbf a_2$. Their phases are

$$\theta_1=\frac{2\pi lq}{d}-m'\kappa,\qquad
\theta_2=-\frac{2\pi lp}{d}+n'\kappa, \tag{5}$$

and the couplings $V_0,V_1,V_2$ of the three bonds combine into

$$h(\kappa,l)=V_0+V_1e^{-i\theta_1}+V_2e^{-i\theta_2}. \tag{6}$$

With orthogonal orbitals $E=\pm|h|$. If neighbouring orbitals overlap, let $g$ be the same sum with overlaps in place of couplings. The two equations are $(h-Eg)c_B=Ec_A$ and $(h^*-Eg^*)c_A=Ec_B$. Multiplying them gives $E^2=|h-Eg|^2$, or

$$(1-|g|^2)E^2+2E\,\mathrm{Re}(hg^*)-|h|^2=0,$$

$$E=\frac{-\mathrm{Re}(hg^*)\pm\sqrt{[\mathrm{Re}(hg^*)]^2+(1-|g|^2)|h|^2}}{1-|g|^2}. \tag{7}$$

The overlap matrix is positive when $|g|<1$, and both roots are then real.

The same reduction holds for longer-range couplings and larger bases: each matrix element is the sum of real-space couplings times the phase in (4), and $b$ orbitals per atom give blocks of size $2b$. Orbitals that point in fixed directions across the axis must first be rotated into a frame that turns with both the screw and the rotation, such as the local radial and tangential directions. Otherwise equivalent couplings look different and the phase sum is wrong. Orbitals along the axis need no such change.

## Returning to the ordinary band plot

An axial translation $\mathbf T=t_1\mathbf a_1+t_2\mathbf a_2$ is perpendicular to $\mathbf C$:

$$\mathbf C\cdot\mathbf T=\frac{a^2}{2}\left[t_1(2n+m)+t_2(2m+n)\right]=0.$$

The shortest solution, pointing in the direction in which $\mathbf H$ climbs, is

$$t_1=-\frac{2m+n}{d_R},\quad t_2=\frac{2n+m}{d_R},\quad d_R=\gcd(2n+m,2m+n). \tag{8}$$

The number of graphene cells in the rectangle $\mathbf C\times\mathbf T$ is

$$N=nt_2-mt_1=\frac{2(n^2+nm+m^2)}{d_R}.$$

By (2), $\mathbf T$ contains $n't_2-m't_1=N/d\equiv M$ screws and $r_T=qt_1-pt_2$ rotations. Thus $\mathbf T=M\mathbf H+r_T\mathbf C'$, and equating phases gives $kT=M\kappa+2\pi lr_T/d$ up to a multiple of $2\pi$:

$$\kappa=\frac{1}{M}\left(kT-\frac{2\pi lr_T}{d}+2\pi s\right),\qquad s=0,\dots,M-1. \tag{9}$$

There are $dM=N$ pairs $(l,s)$ with two energies each, which accounts for all $2N$ orbitals.

The whole calculation is then:

1. Find $d$, $n'$, $m'$ and a pair $(p,q)$ from (1).
2. Find $\mathbf T$, $N$, $M$ and $r_T$ from (8) and the lines after it.
3. For each wanted $k$, run through $l$ and $s$, with $\kappa$ from (9).
4. Evaluate (5), (6) and either $\pm|h|$ or (7).

For band edges, step 3 is unnecessary: search $|h|$, or the roots (7) if there is overlap, along $\kappa$ for each $l$, and fold the results to $k$ afterwards.

Equation (9) also fixes the sampling. The range $2\pi$ of $\kappa$ corresponds to an axial range $2\pi/\eta$, which is $M$ Brillouin zones. To match $n_k$ uniform points in the ordinary zone, use $Mn_k$ points in $\kappa$ for each $l$. The grids coincide point by point if each $l$ also has the offset $-2\pi lr_T/(dM)$.

## Which tubes are gapless

Let the three bonds be equal. Then $h=0$ requires $1+e^{-i\theta_1}+e^{-i\theta_2}=0$. Three unit vectors add to zero when they stand 120 degrees apart, so $\theta_1=-\theta_2=\pm2\pi/3$ modulo $2\pi$. From (5),

$$n'\theta_1+m'\theta_2=\frac{2\pi l}{d}(n'q-m'p)=\frac{2\pi l}{d},$$

so $n\theta_1+m\theta_2$ is a multiple of $2\pi$. Inserting the two angles gives $\pm2\pi(n-m)/3$; hence $n-m$ must be divisible by 3.

This is also sufficient. For $n-m=3w$, choose $l=w$ modulo $d$ and $\kappa=p\theta_1+q\theta_2$ with $\theta_1=-\theta_2=2\pi/3$. Equation (5) then returns these two angles. The rule was tested on the 81 tubes with $4\le n\le12$ and $0\le m\le n$, and held for each.

The size of a small gap follows from an expansion about the zero. Set $\theta_1=2\pi/3+\delta_1$, $\theta_2=-2\pi/3+\delta_2$ and $\omega=e^{2\pi i/3}$. To first order

$$\frac{h}{-t}=-i(\omega^*\delta_1+\omega\delta_2),\qquad
\frac{|h|^2}{t^2}=\delta_1^2+\delta_2^2-\delta_1\delta_2 .$$

For a displacement $\mathbf Q$ from the graphene K point, $\delta_i=\mathbf Q\cdot\mathbf a_i$, that is $\delta_1=aQ_x$ and $\delta_2=a(Q_x+\sqrt3Q_y)/2$. The cross terms cancel and leave

$$|h|=\hbar v_0|\mathbf Q|,\qquad \hbar v_0=\frac{\sqrt3}{2}at. \tag{10}$$

Closure round the tube allows $\mathbf K\cdot\mathbf C=2\pi\mu$ with integer $\mu$, whereas the K point has $2\pi(n-m)/3$. In a semiconducting tube the nearest line misses it by $2\pi/(3|\mathbf C|)$. With diameter $D=|\mathbf C|/\pi$, the gap is

$$E_g\simeq2\hbar v_0\frac{2\pi}{3\pi D}=\frac{2at}{\sqrt3D}. \tag{11}$$

This is the leading term for large diameter. The symmetry reduction itself does not use the expansion.

## The (12,8) tube in numbers

Take $a=0.246$ nm and $t=2.7$ eV, both rough typical values. Here $d=4$ and $\mathbf C'=(3,2)$. Since $3\cdot1-2\cdot1=1$, the screw vector is $(p,q)=(1,1)$. The diameter is 1.365 nm. From (3), the screw rises 0.0489 nm and turns by $360^\circ\times30/304=35.5^\circ$.

With $d_R=\gcd(32,28)=4$, equation (8) gives $\mathbf T=(-7,8)$, of length 1.857 nm. Then $N=12\cdot8+8\cdot7=152$, $M=38$ and $r_T=-7-8=-15$. A matrix of size 304 becomes 152 blocks of size two. If the cost grows as the cube of matrix size, the ratio is $304^3/(152\cdot2^3)=152^2=23104$; overheads of handling small matrices are not counted.

The lowest edge with positive $\kappa$ has $l=3$ and $\kappa=0.20556$. Equation (5) gives

$$\theta_1=\frac{3\pi}{2}-2\kappa\to-0.6309\pi,\qquad
\theta_2=-\frac{3\pi}{2}+3\kappa\to0.6963\pi,$$

where the arrows remove multiples of $2\pi$. Both lie near the gapless values $\mp2\pi/3$. Equation (6) yields $h=-0.0595-0.2723i$ eV, so the half gap is $\Delta=|h|=0.2788$ eV and $E_g=0.5575$ eV. Equation (11) gives 0.562 eV, less than one per cent higher.

In the ordinary zone, $kT=38\kappa-2\pi\cdot3\cdot15/4$, which reduces to 6.240, or $-0.043$: close to the zone centre but not at it. With real couplings, reversing both $\kappa$ and $l$ changes $h$ to $h^*$. Each edge near a K point therefore has a partner of equal energy, here in $l=1$; only points where $(\kappa,l)$ and $(-\kappa,-l)$ coincide, such as $\kappa=\pi$, $l=0$, are their own partners.

The first four edges with positive $\kappa$ have these separations between valence and conduction band:

| $l$ | $\kappa$ (rad) | separation (eV) | relative to first |
|---|---:|---:|---:|
| 3 | 0.206 | 0.558 | 1 |
| 2 | 0.418 | 1.129 | 2.02 |
| 0 | 0.811 | 2.140 | 3.84 |
| 3 | 1.067 | 2.761 | 4.95 |

The linear cone explains the pattern. The K point lies at $\mu=(12-8)/3=4/3$, and the lines $\mu=1,2,0,3$ miss it by $1/3,2/3,4/3,5/3$. For $\mu=1$ and $\mu=0$ the table lists the partner edge with positive $\kappa$, which turns $l=1$ into $l=3$ and leaves $l=0$ unchanged. The expected ratios are 1, 2, 4 and 5. The departures come from the higher-order terms in $h$ that (10) drops. The value $l=3$ occurs twice because one curve in $\kappa$ contains 38 folded subbands.

An independent calculation built complete translational cells in three dimensions, found neighbours by distance and diagonalized the large matrices. For (12,8), (7,4), (8,2), (6,6), (9,0), (4,2) and (10,5), with curvature and overlap included and $kT=0.9$, the largest eigenvalue difference from the reduced problem was $4.6\times10^{-14}$ eV. For flat (12,8) bonds at the same $kT$, omitting the $r_T$ term in (9) changed an eigenvalue by up to 0.44 eV. Here $r_T=-15$ is not a multiple of 4, so the offset cannot be absorbed in $s$ for every $l$.

## Mass and carriers from the helical band

The axial wave number along a curve of fixed $l$ is $\kappa/\eta$, apart from a constant. The effective mass is therefore

$$m^*=\frac{\hbar^2}{\eta^2\,\partial^2E/\partial\kappa^2}.$$

For the lowest edge this gives $0.062\,m_e$. In the linear cone $E=\sqrt{\Delta^2+(\hbar v_0k)^2}$, whose curvature at $k=0$ is $(\hbar v_0)^2/\Delta$; hence $m^*=\Delta/v_0^2$, or $0.064\,m_e$. For this edge the neglected terms change the mass by a larger fraction than the gap.

In an undoped tube without overlap, the bands are symmetric and the chemical potential is at midgap. Two spins and two equal edges give, for electrons well above it,

$$n_e\simeq4\int\frac{dk}{2\pi}e^{-(\Delta+\hbar^2k^2/2m^*)/k_BT_e}
=4\sqrt{\frac{m^*k_BT_e}{2\pi\hbar^2}}\;e^{-\Delta/k_BT_e},$$

with $T_e$ the temperature. At 300 K this is $4.79\times10^{-3}$ electrons per µm, against $4.96\times10^{-3}$ from the full bands. The excess is 3.4 per cent, and the linear cone predicts about as much. With $\varepsilon=\hbar^2k^2/2m^*$, the cone gives $E\simeq\Delta+\varepsilon-\varepsilon^2/2\Delta$. The thermal average $\langle\varepsilon^2\rangle=\tfrac34(k_BT_e)^2$ raises the density by a fraction $3k_BT_e/8\Delta=0.035$.

## Curvature: same symmetry, different bonds

Rolling tilts the orbitals. Let neighbouring radial directions $\mathbf n_1,\mathbf n_2$ differ by an angle $\varphi$ on a cylinder of radius $R$, and let $\mathbf u$ be the unit vector along the bond chord of length $b$. Then $\mathbf n_1\cdot\mathbf n_2=\cos\varphi$, while $\mathbf n_1\cdot\mathbf u=-R(1-\cos\varphi)/b$ and $\mathbf n_2\cdot\mathbf u=R(1-\cos\varphi)/b$. Splitting the orbitals into parts along and across the bond gives

$$V=V_\pi\cos\varphi-(V_\sigma-V_\pi)\frac{R^2(1-\cos\varphi)^2}{b^2}, \tag{12}$$

with $V_\pi=-t$. Here $V_\pi$ and $V_\sigma$ are held fixed although the chords are slightly shorter than the flat bonds.

For a bond with circumferential extent $x=R\varphi$, the first term changes by $+tx^2/2R^2$ and the second is $-(V_\sigma+t)x^4/4R^2b^2$ at leading order. Both scale as $1/R^2$ and, for positive $V_\sigma$, they oppose each other. The result depends on a cancellation, so $V_\sigma$ matters.

For (12,8), tilt alone raises the gap from 0.558 to 0.564 eV with $V_\sigma=5$ eV and to 0.577 eV with 7 eV. In the (9,0) tube two bonds have equal tilt and the third is axial. At $l=3$ the first two terms of (6) have combined size $|V_0|$, which no longer cancels $|V_2|$: with $V_\sigma=6$ eV a gap of 0.067 eV opens. In an armchair tube $V_1=V_2$ by reflection. With $\mathbf C'=(1,1)$, $(p,q)=(0,1)$ and $l=0$, equation (6) becomes $h=V_0+2V_1\cos\kappa$, which still has a zero when $|V_0|\le2|V_1|$. The (6,6) calculation found a gap of numerical zero.

These are estimates of orbital tilt alone and do not predict the curvature shift of a real tube, not even its sign. Chord shortening and mixing with sigma states are both of order $1/R^2$, like (12), so they compete with it at every diameter. Scaling the couplings as the inverse square of the chord moves the (9,0) gap from 0.067 to 0.11 eV. With an s orbital and all three p orbitals per atom ($E_s-E_p\approx-7$ eV, $V_{ss}\approx-4.3$ eV, $V_{sp}\approx5$ eV, $V_\sigma=6$ eV, eight-by-eight blocks) the (12,8) gap falls to about 0.544 eV, below the flat value, and the (9,0) gap is about 0.12 eV. Relaxation is absent as well. What survives these changes is the symmetry statement: the zigzag crossing generally opens, and the armchair crossing is protected by reflection.

## What the gap means in a transistor

Tubes about 1 to 2 nm wide can serve as transistor channels, and the (12,8) tube lies in this range. Hopping values from roughly 2.5 to 3 eV are in use; at fixed geometry the flat-bond gap is proportional to $t$, and 3 eV would raise it by 11 per cent to 0.62 eV. A neighbour overlap of 0.1 moves the edges from $\pm0.279$ to $-0.276$ and $+0.282$ eV but leaves the gap at 0.558 eV. Treating the electrons as independent is also a serious simplification: the Coulomb energy at a distance of one diameter, with an assumed screening factor of 4, is 0.26 eV, nearly half the gap. This is a scale, not a computed shift or an exciton binding energy. The calculated gap should not be read as an optical line.

Under an axial field $F$, electrons can also tunnel between the bands. Near the edge use $E^2=\Delta^2+(\hbar vk)^2$, with $v^2=\Delta/m^*$ and $\hbar v=0.586$ eV nm. At distance $y$ from the midpoint of the barrier $k$ is imaginary, with magnitude $\sqrt{\Delta^2-(eFy)^2}/\hbar v$. The semiclassical probability per passage is

$$P=\exp\left[-\frac{2}{\hbar v}\int_{-\Delta/eF}^{\Delta/eF}\sqrt{\Delta^2-(eFy)^2}\,dy\right]
=\exp\left(-\frac{\pi\Delta^2}{\hbar v\,eF}\right),$$

since the integral is a half-ellipse of area $\pi\Delta^2/2eF$. At 0.25 MV/cm, equal to 1 V across 40 nm, the barrier is $2\Delta/eF=22$ nm long, the exponent is 16.7 and $P\simeq6\times10^{-8}$. At 1 MV/cm the formula gives 0.0155, and time evolution of the two-by-two Hamiltonian gives 0.0156. The average field can therefore be a poor guide if a device has a steep junction. The values are equally sensitive to the gap: at 0.25 MV/cm, $P$ is $2\times10^{-7}$ for $t=2.5$ eV and $9\times10^{-9}$ for $t=3$ eV, and a gap of 0.75 eV at the same $\hbar v$ would give about $10^{-13}$. They belong to this model, not to a real device.

## When to switch the setting on

Use it when the atomic structure and the potential both repeat under the screw and the rotation. Uniform axial strain and uniform twist are allowed: they change $\eta$, $\alpha$ and the three bonds. After a general twist $M$ screws and $r_T$ rotations no longer make a pure translation. Equation (9) then loses its meaning as a folding rule, but $\kappa$ and $l$ remain valid labels.

Do not use independent blocks for a tube in a transverse field, on a substrate that distinguishes one side, or with an isolated defect. A transverse potential proportional to $\cos\phi$, with $\phi$ the angle round the tube, shows why. Between cells $\phi$ advances by $\alpha j+2\pi r/d$, so this potential connects $(\kappa,l)$ to $(\kappa\pm\alpha,l\pm1)$. If it is weak compared with the separation of the states it connects, perturbation theory can start from the helical states, but states of equal energy at the same $k$ need care. In the (9,0) tube $l$ and $-l$ form such pairs. Even a weak potential can mix them fully through intermediate states, so the eigenstates require degenerate perturbation theory. The splitting can be very small: the lowest pair, $l=3$ and $6$, is connected only in sixth order, and at $kT=0.9$ a potential of amplitude 0.1 eV splits it by about $6\times10^{-9}$ eV while shifting both levels by about 5 meV. If the potential is not weak, the coupled blocks must be solved together.

Before a long calculation, compare one generic $k$ point with the full translational cell, using a tube and a pair $(p,q)$ for which $2r_T$ is not divisible by $d$. This needs $d>2$: for $d=2$ a wrong sign of the offset leaves the spectrum unchanged. Note that $r_T$ changes by $M$ when $\mathbf H$ is replaced by $\mathbf H+\mathbf C'$. At such a point both the rotational phases and the folding offset enter the result. For the (12,8) tube, the numerical output below lists the folded band edges, the gap from the large cell and the error made when the offset is omitted.

## Computed values

```
tube (n,m) = (12,8); d = 4
lattice constant = 0.246 nm; hopping = 2.7 eV
C' = (3,2); screw vector (p,q) = (1,1)
T = (-7,8); M = 38; r_T = -15
hexagons N = 152; orbitals = 304
cubic-cost ratio large/reduced = 23104
diameter = 1.3653 nm; cell length = 1.8573 nm
screw rise = 0.04888 nm; turn = 35.526 deg
largest spectrum error, 7 tubes = 4.6e-14 eV
helical eigenvector residual = 1.0e-14 eV
error if r_T offset omitted = 0.4384 eV
tubes tested for gap rule = 81
edge 1: l = 3, kappa = 0.20556 rad, kT = 6.2404 rad
  half gap = 0.2788 eV; separation = 0.5575 eV
edge 2: l = 2, kappa = 0.41836 rad, kT = 0.1897 rad
  half gap = 0.5644 eV; separation = 1.1288 eV
edge 3: l = 0, kappa = 0.81063 rad, kT = 5.6712 rad
  half gap = 1.0697 eV; separation = 2.1395 eV
edge 4: l = 3, kappa = 1.06696 rad, kT = 1.2745 rad
  half gap = 1.3803 eV; separation = 2.7605 eV
edge 1 phases / pi: theta1 = -0.63086, theta2 = 0.69629
edge 1 h = -0.05953 -0.27234 i eV
gap from large cell = 0.5575 eV
linear-cone gap = 0.5618 eV
mass = 0.0619 m_e; linear-cone mass = 0.0642 m_e
hbar v at edge = 0.5860 eV nm
gap with curvature, V_sigma 5 eV = 0.5642 eV
gap with curvature, V_sigma 7 eV = 0.5767 eV
curved (9,0) gap, V_sigma 6 eV = 0.0668 eV
curved (6,6) gap = 6.5e-08 eV (numerical zero)
overlap 0.1: Ev = -0.2759 eV, Ec = 0.2817 eV
gap with overlap = 0.5576 eV
temperature = 300 K; kT = 0.02585 eV
thermal electrons, full bands = 4.9584e-03 per um
thermal electrons, mass law = 4.7946e-03 per um
Coulomb scale, screening 4 = 0.264 eV
tunnelling at 1.0 MV/cm, time evolution = 0.01556
tunnelling at 1.0 MV/cm, formula = 0.01551
exponent at 0.25 MV/cm = 16.66
tunnelling at 0.25 MV/cm = 5.79e-08
```
